# Mott–Cabrera inverse-logarithmic growth of a very thin oxide at constant voltage

## Definitions and conventions

A flat, uniform oxide of thickness $X(t)$ lies between a metal and oxygen. Electrons pass from the metal to adsorbed oxygen, which leaves the metal positive and the outer surface negative. The magnitude of the resulting voltage, $V>0$, is taken as constant. The field has magnitude $F=V/X$, points outward, and drives metal cations of charge $q>0$ into the oxide.

A cation leaving the metal crosses a barrier $W$ whose top lies a distance $a$ beyond its starting well. There are $N$ injection sites per unit area, each with attempt frequency $\nu$, and each transferred ion adds an oxide volume $\Omega$. The temperature is $T$, and $k$ is Boltzmann's constant. The combinations used throughout are

$$X_1=\frac{qaV}{kT},\qquad u_0=N\Omega\nu e^{-W/kT},\qquad z=\frac{X_1}{X}.$$

Thus $z$ is the field work $qaF$ in units of $kT$. Thickness is in nm and field in MV/cm, with $1\ \mathrm{V/nm}=10\ \mathrm{MV/cm}$.

Four assumptions define the model: injection is the slow step; electrons cross fast enough to hold $V$; ions in transit do not disturb the field; and injected ions do not return. Each is examined below.

## The growth equation

Along the jump the field adds the energy $-qFx$. If the well and the barrier top keep their positions, the barrier falls by $qaF$. One site then injects ions at the rate $\nu e^{-(W-qaF)/kT}$. Multiplication by $N$ gives the flux per area, and by $\Omega$ the growth rate:

$$\frac{dX}{dt}=N\Omega\nu e^{-W/kT}e^{qaV/(kTX)}=u_0e^{X_1/X}. \tag{1}$$

The linear lowering must leave a barrier, so $X>qaV/W$.

The positions of well and top do move in a strong field. For the cosine barrier

$$U(x)=\frac W2\left(1-\cos\frac{\pi x}{a}\right)-qFx,$$

the extrema obey $\sin(\pi x/a)=f$, with $f=2qaF/(\pi W)$. They lie at $\pi x/a=\theta$ and $\pi-\theta$, where $\theta=\arcsin f$. The cosine terms contribute $W\cos\theta$ to the height. The field term contributes $-qF(a/\pi)(\pi-2\theta)=-qaF+Wf\theta$. The height is therefore

$$W\left[\sqrt{1-f^2}+f\arcsin f\right]-qaF
\simeq W-qaF+\frac{2(qaF)^2}{\pi^2W}. \tag{2}$$

The last form uses $\sqrt{1-f^2}\simeq1-f^2/2$ and $f\arcsin f\simeq f^2$. The correction is positive, so equation (1) grows too fast for this barrier shape.

## Exact solution

Let $X(0)=X_0$. Separating equation (1) gives

$$u_0t=\int_{X_0}^{X}e^{-X_1/x}\,dx
=\int_0^{X}e^{-X_1/x}\,dx-\int_0^{X_0}e^{-X_1/x}\,dx.$$

In the first integral put $x=X/s$, so that $dx=-X\,ds/s^2$ and $s$ runs from $\infty$ to 1. Reversing the limits removes the minus sign:

$$\int_0^Xe^{-X_1/x}dx=X\int_1^\infty\frac{e^{-zs}}{s^2}ds=XE_2(z).$$

This defines the exponential integral $E_2$. The second integral has the same form, hence

$$u_0(t+\tau)=XE_2(X_1/X),\qquad
u_0\tau=X_0E_2(X_1/X_0). \tag{3}$$

The initial thickness enters through the time offset $\tau$ and is forgotten when $t\gg\tau$. For implementation, equation (3) is one monotonic equation for $X$, suited to bracketed root finding.

## The inverse-logarithmic law

Differentiate $1/X$ with respect to $\ln(t+\tau)$, using (3) for the time and (1) for the rate:

$$\frac{d(1/X)}{d\ln(t+\tau)}=-\frac{t+\tau}{X^2}\frac{dX}{dt}
=-\frac{1}{X^2}\,\frac{XE_2(z)}{u_0}\,u_0e^z
=-\frac{e^zE_2(z)}{X}.$$

Since $1/X=z/X_1$,

$$\frac{d(1/X)}{d\ln(t+\tau)}=-\frac{g(z)}{X_1},\qquad
g(z)=ze^zE_2(z). \tag{4}$$

With $s=1+u/z$ in the definition of $E_2$,

$$g(z)=\int_0^\infty\frac{e^{-u}}{(1+u/z)^2}\,du. \tag{5}$$

The integrand increases with $z$, so $g$ does too. Two bounds follow.

For the lower bound, $e^{-u}$ is a normalized weight with mean $u=1$, and $(1+u/z)^{-2}$ is convex. Jensen's inequality gives $g>(1+1/z)^{-2}$.

For the upper bound, with $u>0$,

$$-\frac{d}{du}\frac{e^{-u}}{1+u/z}
=e^{-u}\left[\frac1{1+u/z}+\frac{1/z}{(1+u/z)^2}\right]
>\frac{(1+1/z)e^{-u}}{(1+u/z)^2}.$$

Integration over $u$ gives $1>(1+1/z)g$. Together,

$$\frac{z^2}{(z+1)^2}<g(z)<\frac{z}{z+1}. \tag{6}$$

Expanding (5) with $(1+v)^{-2}=1-2v+\dots$ and $\int_0^\infty ue^{-u}du=1$ gives $g=1-2/z+\dots$ at large $z$. The Taylor remainder of $(1+v)^{-2}$ lies between 0 and $3v^2$, so the error of $1-2/z$ lies between 0 and $6/z^2$.

Thus $g\to1$ when $X\ll X_1$. To find the intercept, write $E_2=ge^{-z}/z$ in (3):

$$u_0(t+\tau)=\frac{X^2}{X_1}g e^{-z}
\quad\Longrightarrow\quad
\frac{X_1}{X}=\ln\frac{gX^2}{X_1u_0(t+\tau)}. \tag{7}$$

This is still exact. Now replace the slowly varying $gX^2$ by its value $g_rX_r^2$ at a reference thickness, and take $t\gg\tau$:

$$\boxed{\frac1X\simeq A-\frac1{X_1}\ln t,\qquad
A=\frac1{X_1}\ln\frac{g_rX_r^2}{X_1u_0}} \tag{8}$$

The times in $\ln t$ and $u_0$ must share one unit. The leading-order form of $A$ sets $g_r=1$.

Equation (8) is asymptotic: over a fixed interval of $\ln t$ it becomes accurate as $z\to\infty$. Physically, a thicker film has a weaker field, which raises the barrier still to be crossed, so each further equal increment takes longer than the last.

The law cannot be continued indefinitely. It makes $1/X$ vanish at $\ln t=AX_1$, an infinite thickness at a finite time. The exact solution has no such divergence; $z$ has simply ceased to be large.

## Forms for calculation and fitting

Near a reference point $(t_r,X_r)$, a better straight line uses the local slope:

$$\frac1X\simeq\frac1{X_r}-\frac{g(z_r)}{X_1}\ln\frac t{t_r}. \tag{9}$$

An explicit formula follows from the lower bound in (6). Define

$$\Lambda=\frac{X_1}{u_0(t+\tau)}=\frac z{E_2(z)}=\frac{z^2e^z}{g(z)}<(z+1)^2e^z.$$

Let $z_L$ solve $(z_L+1)^2e^{z_L}=\Lambda$. The left side increases with $z_L$, so $z_L<z$. Multiply by $e$ and take the root:

$$(z_L+1)e^{(z_L+1)/2}=\sqrt{e\Lambda}.$$

With $w=(z_L+1)/2$ this is $we^w=\tfrac12\sqrt{e\Lambda}$, which is solved by the principal Lambert function $W_L$:

$$X\simeq\frac{X_1}{2W_L\left(\tfrac12\sqrt{e\Lambda}\right)-1},\qquad \Lambda>1. \tag{10}$$

Because $z_L<z$, this is an upper bound on $X$. It is close at large $z$ but poor at small $z$: at $z=1$ it is about 30% too high.

Sensitivities follow from (3). For $t\gg\tau$ it has the form $X=X_1\phi(u_0t/X_1)$, and (4) gives $d\ln X/d\ln t=Xg/X_1=g/z$. Therefore

$$d\ln X=\frac gz\,d\ln u_0+\left(1-\frac gz\right)d\ln X_1. \tag{11}$$

At large $z$ the thickness is nearly proportional to $V$ and depends weakly on the prefactor. Since $d\ln u_0=-dW/kT$ at fixed $T$, an error in $W$ must be judged against $kT$.

## Return hops and the thick-film limit

Suppose the injected ion moves through $n=X/(2a)$ equal hops with internal barrier $U$. Its forward and backward rates are $k_f=\nu e^{-(U-qaF)/kT}$ and $k_b=\nu e^{-(U+qaF)/kT}$, with ratio $r=k_b/k_f=e^{-2z}$. Let $c_i$ be the small occupation of site $i$. Steady state requires

$$k_fc_{i-1}+k_bc_{i+1}=(k_f+k_b)c_i,$$

whose independent solutions are $1$ and $r^{-i}$. The exit gives $c_n=0$. Injection at rate $k_{\rm in}$ per site acts like a fixed $c_0=k_{\rm in}/k_f=e^{-(W-U)/kT}$. Hence

$$c_i=c_0\frac{1-r^{n-i}}{1-r^n},\qquad
k_fc_i-k_bc_{i+1}=k_{\rm in}\frac{1-r}{1-r^n}. \tag{12}$$

Here $r^n=e^{-2zn}=e^{-qV/kT}$, which is negligible when $qV\gg kT$. The growth rate becomes $u_0e^z(1-e^{-2z})=2u_0\sinh z$. At $z\gg1$ this returns (1). At $X\gg X_1$ it becomes $2u_0X_1/X$, so $X\,dX\simeq2u_0X_1dt$ and, to leading order at long times, $X^2\simeq4u_0X_1t$. This parabolic limit still assumes constant voltage and negligible transit charge, which a thick film may not satisfy.

## Example: the first oxide on magnesium

Magnesium fixes $q=2e$. The oxide volume $\Omega=0.019\ \mathrm{nm^3}$, site density $N=11\ \mathrm{nm^{-2}}$ and relative permittivity 10 are rough typical values. The model choices are $V=1\ \mathrm V$, $a=0.15\ \mathrm{nm}$, $W=1.2\ \mathrm{eV}$, $\nu=10^{13}\ \mathrm{s^{-1}}$, $T=300\ \mathrm K$ and $X_0=0.4\ \mathrm{nm}$. With $kT=0.02585\ \mathrm{eV}$,

$$X_1=\frac{2(0.15)(1)}{0.02585}\,\mathrm{nm}=11.6\ \mathrm{nm},$$

$$u_0=(11)(0.019)(10^{13})e^{-1.2/0.02585}\,\mathrm{nm/s}
=1.45\times10^{-8}\ \mathrm{nm/s}.$$

The offset $\tau=2.2\times10^{-7}\ \mathrm s$ is negligible from 1 s onward. The linear barrier would vanish at 0.25 nm, below $X_0$. Equation (3) gives:

| $t$ (s) | $X$ (nm) | $z$ | $g$ | $F$ (MV/cm) |
|---:|---:|---:|---:|---:|
| $1$ | 0.775 | 14.97 | 0.888 | 12.9 |
| $10^2$ | 1.060 | 10.95 | 0.855 | 9.4 |
| $10^3$ | 1.288 | 9.01 | 0.830 | 7.8 |
| $10^5$ | 2.170 | 5.35 | 0.751 | 4.6 |

Numerical integration of (1), compared with (3) at six times from 1 to $10^5$ s, gives a largest relative difference of $1.8\times10^{-12}$. This confirms the integration, not the physical assumptions.

Anchor the plain law at $10^3$ s and use it at $10^5$ s:

$$\frac1X=\frac1{1.288}-\frac{\ln100}{11.605}=0.380\ \mathrm{nm^{-1}},
\qquad X=2.63\ \mathrm{nm}.$$

This is 21% above the exact model value. Equation (9) gives 2.24 nm, 3% too high. At 1 s the plain law gives 0.729 nm, 6% too low, and (9) gives 0.787 nm, 1.5% too high. The tangent overestimates $X$ on both sides because $g$ falls with time: $1/X$ is then a convex function of $\ln t$ and lies above its tangent. The plain law from this anchor diverges at $10^3e^{9.01}\ \mathrm s\approx8\times10^6\ \mathrm s$.

For (10) at $10^5$ s, $\Lambda=11.605/(1.449\times10^{-3})\approx8.01\times10^3$. The result is 2.187 nm, 0.8% above the exact value.

An unweighted line fitted to $1/X$ at 51 logarithmically spaced times from 1 to $10^5$ s has an apparent $X_1$ of 13.8 nm, 19% above the true value. The cause is $g<1$: the fitted slope is a positively weighted average of the slopes between neighbouring points, so the apparent value must lie between $X_1/0.888$ and $X_1/0.751$. At known $q$, $a$ and $T$, the inferred voltage would also be 19% too high. The line still reproduces $X$ within 2.7%, so apparent straightness does not validate its slope. A line in $X$ against $\ln t$ misses by up to 20%. Fitting (3) directly avoids this bias if the barrier falls linearly with field. For growth over the cosine barrier of (2), with the same inputs and time range, a fit of (3) with both $X_1$ and $u_0$ free gives an $X_1$ 9 to 10% too low and a $u_0$ 1.5 to 1.75 times too large, depending on whether $X$, $\ln X$, $1/X$ or $\ln t$ is fitted. With $u_0$ held at its true value, $X_1$ is 4 to 6% too low.

## Limits of the example

**Barrier shape and field.** At 1 s, $qaF=0.387\ \mathrm{eV}$, and the correction in (2) is about 0.025 eV, close to $kT$. Growth with the full cosine barrier gives 0.720 nm at 1 s and 2.12 nm at $10^5$ s, which are 7% and 2.4% below the linear model. The field exceeds a rough breakdown scale of 10 MV/cm until 47 s. Whether that scale applies to a film a few atomic layers thick is not decided here.

**Ions in transit.** At $10^5$ s the back-to-forward hop ratio is $2.3\times10^{-5}$, so return is negligible. From (12), the charge in transit per area is about $qN(X/2a)e^{-(W-U)/kT}$. Divided by $\epsilon_0\epsilon_r$, it gives the field difference across the film. Keeping this below 10% of $F$ at $10^5$ s requires $W-U$ to be at least about $0.23\ \mathrm{eV}$. The rate depends exponentially on the field at the metal, so even at this threshold the transit charge lowers the rate near $10^5$ s by about 20% and $X(10^5\,\mathrm s)$ by about 3%; at $W-U=0.30\ \mathrm{eV}$ the thickness change is about 0.2%. If the internal barrier is higher than the threshold permits, (1) needs a space-charge correction.

**Electron supply.** Treat the metal as a free-electron gas at zero temperature. Its one-way tunnelling current through a mean barrier $\varphi$ is

$$J_e=\frac{4\pi m_e e}{h^3}\int_0^\infty
\varepsilon e^{-B\sqrt{\varphi+\varepsilon}}d\varepsilon,
\qquad B=\frac{2X\sqrt{2m_b}}\hbar,$$

where $\varepsilon$ is the depth of the normal energy below the Fermi level and $m_b$ is the barrier mass. The factor $\varepsilon$ counts transverse states; the transmission prefactor is set to one, and the deep band edge is ignored. This form does not conserve the transverse wave vector when $m_b\ne m_e$; conserving it replaces $m_e$ by $m_b$ in the prefactor. Put $\sqrt{\varphi+\varepsilon}=p+y$, with $p=\sqrt\varphi$. Then $\varepsilon\,d\varepsilon=2(y^3+3py^2+2p^2y)dy$, and integration gives

$$J_e=\frac{4\pi m_ee}{h^3}\frac4{B^2}
\left(p^2+\frac{3p}{B}+\frac3{B^2}\right)e^{-Bp}.$$

For a rough $\varphi=3.5\ \mathrm{eV}$, the supply at $10^5$ s is about $50\ \mathrm{A/m^2}$ for $m_b=0.4m_e$, but $4\times10^{-6}\ \mathrm{A/m^2}$ for $m_b=m_e$. The ion current is $5\times10^{-5}\ \mathrm{A/m^2}$. The two currents become equal at 3.4 nm and 2.0 nm respectively. With the transverse wave vector conserved, the lighter-mass values become about $19\ \mathrm{A/m^2}$ and 3.3 nm. Constant voltage is therefore plausible throughout this run for the lighter mass and fails before its end for the heavier one.

**Stress and temperature.** For an assumed activation volume of $0.1\Omega$, a constant tension of 1 GPa lowers $W$ by 0.012 eV. With all else fixed, $X(10^5\,\mathrm s)$ rises from 2.17 to 2.32 nm, or 7%. At 320 K, again with the other inputs fixed, it is 3.35 nm, 54% higher. That value is close to the 3.4 nm electron limit found at 300 K for the lighter barrier mass, and well beyond the 2.0 nm limit for the heavier one. Heating raises the ion current at a given thickness while $W>qaF$, which moves the limits at 320 K to about 3.2 nm and 1.9 nm. The 320 K value lies beyond both, so the constant-voltage assumption does not hold up to that thickness.

**Relation to real films.** A thickness of a few nanometres is a reasonable rough scale for the first oxide on magnesium in dry oxygen near room temperature. The agreement in scale is not a prediction, since $W$, $\nu$, $a$ and $V$ were chosen. By (11), at $10^5$ s, where $g/z=0.14$, a 10% change in $V$ moves $X$ by about 9%. Moist air can form hydroxide, which this model omits. If electron supply is what fails, a sharp switch at 2.0 nm would leave the thickness at $10^5$ s between 2.0 and 2.2 nm; an earlier gradual loss of voltage could reduce it further. The parameters should not be transferred to ordinary thermal oxidation of silicon, whose main growth is carried by neutral oxygen. The inputs and main results of this example are listed in the numerical output.

## Values computed for the example and the checks

```
Ion charge number: 2
Voltage: 1.00 V
Well-to-top distance a: 0.150 nm
Injection barrier W: 1.20 eV
Attempt frequency: 1.0e+13 1/s
Site density: 11.0 1/nm2
Oxide volume per ion: 0.0190 nm3
Temperature: 300 K; kT: 0.02585 eV
Start thickness: 0.40 nm
X1: 11.605 nm
u0: 1.449e-08 nm/s
Time offset tau: 2.24e-07 s
Barrier vanishes below: 0.250 nm
Largest relative gap, ODE vs E2 solution: 1.8e-12
t = 1e+00 s: X = 0.7752 nm, z = 14.970, g = 0.8877
  field 12.90 MV/cm, rate 4.597e-02 nm/s
  Lambert X = 0.7757 nm, error 0.06 %
t = 1e+02 s: X = 1.0596 nm, z = 10.952, g = 0.8546
  field 9.44 MV/cm, rate 8.268e-04 nm/s
  Lambert X = 1.0610 nm, error 0.14 %
t = 1e+03 s: X = 1.2879 nm, z = 9.011, g = 0.8303
  field 7.76 MV/cm, rate 1.187e-04 nm/s
  Lambert X = 1.2908 nm, error 0.23 %
t = 1e+05 s: X = 2.1697 nm, z = 5.349, g = 0.7512
  field 4.61 MV/cm, rate 3.047e-06 nm/s
  Lambert X = 2.1873 nm, error 0.81 %
From 1e3 s to 1e+00 s: plain law 0.7290 nm, tangent 0.7869 nm
From 1e3 s to 1e+05 s: plain law 2.6340 nm, tangent 2.2373 nm
Apparent X1 from line fit: 13.837 nm
Apparent X1 / true X1: 1.1924
Largest misfit in X, 1/X line: 2.67 %
Largest misfit in X, X line: 20.17 %
Field falls to 10 MV/cm at: 46.7 s
Back/forward hop ratio at 1e5 s: 2.26e-05
Relative permittivity: 10.0
W minus hop barrier for 10 % field change: 0.226 eV
Mean electron barrier: 3.50 eV
Ion current at 1e5 s: 5.14e-05 A/m2
Barrier mass 0.4 m_e: electron supply at 1e5 s 4.83e+01 A/m2
  electron supply equals ion current at 3.386 nm
Barrier mass 1.0 m_e: electron supply at 1e5 s 4.26e-06 A/m2
  electron supply equals ion current at 2.028 nm
Curved barrier, X at 1e+00 s: 0.7201 nm
Curved barrier, X at 1e+05 s: 2.1175 nm
Barrier shift, 1 GPa and 0.1 Omega: 0.0119 eV
X at 1e5 s with W lowered by it: 2.3179 nm
X at 1e5 s and 320 K: 3.3500 nm
```
